# The Einstein relation in a metal from zero current at equilibrium

## 1. A band with a flat density of states

Take electrons at zero temperature in a band whose density of states $g$, per volume and energy with both spins counted, does not depend on energy. Filled from its bottom up to a height $\mu$, the band holds the density

$$n=g\,\mu .$$

Now apply a slowly varying electrostatic potential $\phi(x)$. The electron charge is $-e$ with $e>0$, so the band bottom moves to $-e\phi(x)$. In equilibrium the electrons fill the band to one common level $\bar\mu$, as water fills a basin with an uneven floor. The local depth is $\mu(x)=\bar\mu+e\phi(x)$. With the field $E=-d\phi/dx$,

$$\frac{dn}{dx}=g\frac{d\mu}{dx}=g\,e\frac{d\phi}{dx}=-e\,g\,E .$$

The density is not uniform, so electrons diffuse. Their particle flux is $-D\,dn/dx$, and multiplying by $-e$ gives the electric current $+eD\,dn/dx$. The field drives a current $\sigma E$. The total is

$$J=\sigma E+eD\frac{dn}{dx}=\left(\sigma-e^2gD\right)E .$$

Equilibrium carries no current although $E\neq0$. The bracket must vanish:

$$\sigma=e^2gD .$$

No scattering mechanism was specified. The density of states enters because it fixes how much density must pile up to offset a given potential.

## 2. Any density of states, any temperature

Let $g$ depend on energy, measured from the local band bottom, and let the temperature $T$ be uniform. I assume independent electrons, a potential that shifts the band rigidly, no magnetic field, and variation that is slow over both the mean free path and the Fermi wavelength. To first order in the field and the density gradient,

$$\mathbf J=\sigma\mathbf E+eD\nabla n .\tag{1}$$

Here $\sigma$ is the conductivity at uniform density, and $D$ is defined by the flux in a density gradient at zero field.

The electrochemical potential is $\bar\mu=\mu(n,T)-e\phi$. In equilibrium it is uniform, so $\nabla\mu=e\nabla\phi=-e\mathbf E$. At fixed $T$ the density depends on position through $\mu$ alone:

$$\nabla n=\frac{\partial n}{\partial\mu}\nabla\mu=-e\frac{\partial n}{\partial\mu}\mathbf E .$$

Inserting this in (1) and requiring $\mathbf J=0$ gives

$$0=\left(\sigma-e^2D\frac{\partial n}{\partial\mu}\right)\mathbf E .$$

This holds for any small field, hence

$$\sigma=e^2D\left(\frac{\partial n}{\partial\mu}\right)_T .\tag{2}$$

The coefficients describe the material and not the particular state, so (2) also serves when current flows. Replacing $eD\nabla n$ by $eD(\partial n/\partial\mu)\nabla\mu=(\sigma/e)\nabla\mu$ gives

$$\mathbf J=\frac{\sigma}{e}\left(e\mathbf E+\nabla\mu\right)=\frac{\sigma}{e}\nabla\bar\mu .$$

The gradient of $\bar\mu$ is the combined drive. In an anisotropic crystal the argument applies along each principal axis, with a separate $\sigma$ and $D$ but the same $\partial n/\partial\mu$.

**Cold limit.** With the Fermi function $f$, $n=\int g f\,d\varepsilon$. Since $f$ depends on $\varepsilon-\mu$,

$$\frac{\partial n}{\partial\mu}=\int g(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

The weight has unit area, is symmetric about $\mu$, and has second moment $\pi^2(kT)^2/3$. Expanding $g$ about $\mu$ gives

$$\frac{\partial n}{\partial\mu}\simeq g(\mu)+\frac{\pi^2}{6}(kT)^2g''(\mu).$$

At fixed density $\mu$ also moves. The same expansion for $n$ reads $n\simeq\int_0^\mu g\,d\varepsilon+\frac{\pi^2}{6}(kT)^2g'(\mu)$. Setting this equal to $\int_0^{E_F}g\,d\varepsilon$ gives $\mu-E_F\simeq-\frac{\pi^2}{6}(kT)^2g'/g$. Therefore

$$\frac{\partial n}{\partial\mu}\simeq g(E_F)+\frac{\pi^2}{6}(kT)^2\left[g''-\frac{(g')^2}{g}\right]_{E_F}.\tag{3}$$

When $kT\ll E_F$ and $g$ varies little over $kT$ around $E_F$, (2) becomes

$$\boxed{\sigma=e^2g(E_F)D}\tag{4}$$

**Dilute limit.** If $f\ll1$ at all energies, then $-\partial f/\partial\varepsilon\simeq f/kT$ and $\partial n/\partial\mu=n/kT$. Equation (2) then gives the classical form $D=kT\sigma/(ne^2)$. Both forms express the same zero-current condition. They differ in how many electrons can respond to a change of $\mu$.

## 3. Free electrons: does kinetics agree?

For free electrons the density follows from counting wave vectors inside a sphere, two spin states for each:

$$n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{\hbar^2k_F^2}{2m}.$$

Thus $n\propto E_F^{3/2}$, and

$$g(E_F)=\frac{dn}{dE_F}=\frac{3n}{2E_F}.$$

Now find $D$ without using (4). Let scattering restore local equilibrium in a time $\tau$. In a steady density gradient without a field, the Boltzmann equation is $v_x\,\partial f_0/\partial x=-\delta f/\tau$, so

$$\delta f=-\tau v_x\frac{\partial f_0}{\partial x}=-\tau v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\frac{d\mu}{dx}.$$

Multiplying by $v_x$ and summing over states gives the flux. At low temperature the energy derivative selects the Fermi surface, where the average of $v_x^2$ is $v_F^2/3$:

$$\text{flux}=-\tau\frac{v_F^2}{3}\,g\frac{d\mu}{dx}=-\frac{v_F^2\tau}{3}\frac{dn}{dx},\qquad D=\frac{v_F^2\tau}{3}.$$

Using $E_F=mv_F^2/2$,

$$e^2gD=e^2\,\frac{3n}{2E_F}\,\frac{v_F^2\tau}{3}=\frac{ne^2\tau}{m}.$$

This is the Drude conductivity, which follows separately from the drift velocity $-eE\tau/m$. The first expression assigns transport to electrons at the Fermi surface, the second to the drift of the whole Fermi sea. They give the same current.

For this band $g'/g=1/(2E_F)$ and $g''/g=-1/(4E_F^2)$. Equation (3) then gives the relative correction

$$\frac{\partial n/\partial\mu}{g(E_F)}-1\simeq-\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2 .$$

## 4. Numbers for a copper-like wire

I use rough values typical of copper wiring: $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$ and a resistivity of $1.7\ \mu\Omega\,$cm at 300 K. The band is taken as free-electron-like. Then $E_F=7.049$ eV, and since the density is $85\ \mathrm{nm^{-3}}$,

$$g=\frac{3\times85}{2\times7.049}=18.09\ \mathrm{eV^{-1}\,nm^{-3}}.$$

Counting the plane waves in a 20 nm periodic box within 0.25 eV of $E_F$ gives 18.22 in the same units, 0.7% above the formula. A finite box leaves some counting noise.

The conductivity is $5.882\times10^5$ S/cm. With $g$ expressed per eV, one factor of $e$ in (4) converts the energy unit:

$$D=\frac{5.882\times10^5}{(1.602\times10^{-19})(1.809\times10^{22})}\ \mathrm{\frac{cm^2}{s}}=203\ \mathrm{\frac{cm^2}{s}}.$$

With $v_F=1.575\times10^8$ cm/s, the mean free path is $\ell=v_F\tau=3D/v_F=38.7$ nm, and $\tau=24.6$ fs.

The classical formula would give $1.117\ \mathrm{cm^2/s}$. The ratio of the two is $n/(gkT)=2E_F/(3kT)=182$. The thermal correction to $\partial n/\partial\mu$, by contrast, is $-1.1\times10^{-5}$ at 300 K and $-2.0\times10^{-5}$ at 400 K, relative to $g(E_F)$. Temperature acts mainly through $\tau$. If $\tau$ varies as $1/T$ at fixed density, $D$ falls to $152\ \mathrm{cm^2/s}$ at 400 K, and $\sigma$ falls by the same factor. In copper these temperatures lie near the Debye temperature, where $1/T$ is only approximate: a Bloch–Grüneisen resistivity with $\Theta$ between 315 and 343 K rises by 1.37 to 1.38 instead of 1.33, which would give about $148\ \mathrm{cm^2/s}$.

**Zero current, evaluated directly.** Let $\phi$ be a sine of amplitude 20 mV and period 1000 nm, at uniform $\bar\mu$. I take the drift current from the Drude formula and the density from the thermal occupation of states. For $D$ I use the decay of a density wave, treated in Section 5. At $x=100$ nm the field is $-1017$ V/cm. The drift and diffusion currents are $-599.53$ and $+599.53\ \mathrm{MA/cm^2}$. At the three positions examined, the computed net current is at most $4.5\times10^{-6}$ of the drift current. This remainder comes from the approximations made for $D$. Using its zero-temperature value leaves a thermal mismatch of $1.1\times10^{-5}$, and the small but finite wave number used to obtain $D$ (with $q\ell=0.01$) offsets part of it. With $D$ averaged over the thermal distribution at constant $\tau$, the two currents cancel exactly. These large terms are parts of an equilibrium balance, not a current that a wire would carry. The profile is a test case: its electron density swings by $g\times20\ \mathrm{meV}=3.6\times10^{20}\ \mathrm{cm^{-3}}$, while the curvature of $\phi$ corresponds to a net charge of only about $4\times10^{13}$ elementary charges per $\mathrm{cm^3}$, so external charge would have to neutralize almost all of the swing (Section 5).

**An ordinary driving field.** At $1\ \mathrm{MA/cm^2}$ the field in the wire is 1.7 V/cm. An electron gains $6.6\ \mu$eV along one mean free path, far below $kT=25.9$ meV, which supports the linear form (1). Joule heating of the wire is not included. For independent electrons, a density gradient able to cancel this field would change $n$ over 1 µm by the fraction

$$\frac{\Delta n}{n}=\frac{18.09\times1.7\times10^{-4}}{85}=3.6\times10^{-5}.$$

## 5. How slow is slow enough?

Consider a density wave with wave number $q$ and no electric field. Let electrons move at speed $v_F$ and scatter isotropically. For direction cosine $u$ along the wave and decay as $e^{-\gamma t}$, the kinetic equation is

$$(1-\gamma\tau+iq\ell u)f(u)=\bar f,$$

where $\bar f$ is the average over directions. Dividing by the bracket and averaging gives

$$1=\frac12\int_{-1}^{1}\frac{du}{1-\gamma\tau+iq\ell u}
=\frac{1}{q\ell}\arctan\frac{q\ell}{1-\gamma\tau}.$$

With $s=q\ell<\pi/2$ this solves to

$$\gamma\tau=1-\frac{s}{\tan s}=\frac{s^2}{3}\left(1+\frac{s^2}{15}+\cdots\right).$$

The leading term is $\gamma=Dq^2$ with $D=v_F^2\tau/3$, a second route to the diffusion constant. For a 500 nm wave, $s=2\pi\times38.67/500=0.486$, and the decay is 1.61% faster than local diffusion predicts. The local form of (1) therefore fails gradually as the wavelength approaches a few mean free paths.

The wave was followed without its own electric field. In a metal a density change $\delta n$ carries charge $\rho=-e\,\delta n$. Inserting (1) in charge conservation gives, for slow variation,

$$\frac{\partial\rho}{\partial t}=-\frac{\sigma}{\epsilon_0}\rho+D\nabla^2\rho
=-D\left(\frac1{\lambda^2}+q^2\right)\rho,\qquad
\lambda^2=\frac{\epsilon_0}{e^2g},$$

where (4) was used in the form $\sigma/\epsilon_0=D/\lambda^2$. With the free-electron $g$, $\lambda=0.055$ nm; the exchange term of Section 8 would shorten it to about 0.041 nm. For the 500 nm wave the diffusion term is smaller than the field term by $(q\lambda)^2\approx5\times10^{-7}$. I use this to compare the two terms, not to predict a rate, because the field term is faster than $1/\tau$ and a steady-state $\sigma$ does not apply there. The consequence for the derivation is that external charge must hold a slow density profile in place, with $\phi$ the total potential.

## 6. A band that is not parabolic

Let the field act for a time $\tau$, displacing each wave vector by $\delta k_x=-eE\tau/\hbar$. The undisplaced distribution carries no current, so the change in velocity gives

$$\sigma_x=e^2\tau\;2\!\int\!\frac{d^3k}{(2\pi)^3}\,f\,\frac{1}{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_x^2}.$$

This is a sum of inverse masses over the occupied states. Integrate by parts over the Brillouin zone. The boundary term vanishes because the integrand is periodic, and $\partial f/\partial k_x=\hbar v_x\,\partial f/\partial\varepsilon$:

$$\sigma_x=e^2\tau\;2\!\int\!\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f}{\partial\varepsilon}\right)
=e^2\frac{\partial n}{\partial\mu}D_x .$$

Here $D_x=\tau\langle v_x^2\rangle$, averaged with the weight $-\partial f/\partial\varepsilon$. This is the general-band version of Section 3 for constant $\tau$.

As a numerical case take a simple lattice with hopping 1 along $x$ and $y$ and 0.4 along $z$, $\mu=2$ from the band centre and $kT=0.1$. It holds 1.622 electrons per site, beyond half filling. In model units $\partial n/\partial\mu=0.22347$.

- Along $x$: $D_x=2.3863$, so the product is 0.5333. The sum over occupied states gives 0.5333.
- Along $z$: $D_z=0.31668$, so the product is 0.07077. The sum gives 0.07077.

The two conductivities differ by a factor of 7.5, and one density of states serves both. The test required agreement within $10^{-4}$ in each direction.

## 7. A film thinner than the mean free path

Let a film of thickness $d$ have walls that scatter diffusely, so that an electron leaves a wall with no memory of its earlier motion. For a field along the film, the deviation grows with distance $z$ from the wall last visited:

$$\delta f=-eE\tau v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[1-e^{-z/(u\ell)}\right],\qquad u=\frac{|v_z|}{v_F}.$$

Averaging the bracket over the thickness gives $1-(u\ell/d)(1-e^{-d/(u\ell)})$. The azimuthal average of $v_x^2$ is $v_F^2(1-u^2)/2$. Dividing by the bulk value $v_F^2/3$,

$$\frac{\sigma_{\rm film}}{\sigma}=\frac32\int_0^1(1-u^2)\left[1-\frac{u\ell}{d}\left(1-e^{-d/(u\ell)}\right)\right]du .$$

For $d\gg\ell$ the bracket tends to 1 and the integral to $2/3$, which restores the bulk value. A density gradient along the film enters the same equation with $eE$ replaced by $d\mu/dx$. The diffusion constant is reduced by the same factor, and (4) survives.

For $d=20$ nm, with bulk $\tau$ and density held fixed, the field response gives 0.530. A random walk between diffuse walls, which contains no field, gives $D_{\rm film}/D=0.527$. The difference is comparable with the half-percent sampling error. The film resistivity becomes $3.2\ \mu\Omega\,$cm and $D$ becomes $108\ \mathrm{cm^2/s}$.

Confinement hardly changes $g$ here. With hard walls at the same $E_F$, each occupied subband contributes equally to $g$, and the bulk value corresponds to $k_Fd/\pi=86.6$ subbands. Having 86 of them lowers $g$ by less than 1%. This count assumes smooth walls and concerns $g$ only. The film conductivity above is semiclassical and leaves out quantization across the film, whose level spacing near $E_F$ for smooth walls, about 0.16 eV, exceeds $\hbar/\tau$ and $kT$, both about 0.03 eV.

## 8. Interactions and the meaning of $D$

Add exchange in the local density approximation and leave out correlation. The chemical potential becomes $\mu=E_F(n)+\mu_x(n)$, where

$$\mu_x=-\frac{e^2k_F}{4\pi\epsilon_0\,\pi}\propto n^{1/3}.$$

Its slope is $\mu_x'=\mu_x/(3n)$. Compared with the kinetic slope $1/g=2E_F/(3n)$,

$$g\mu_x'=\frac{\mu_x}{2E_F}=-\frac{1}{\pi k_Fa_0}=-0.442,$$

with $a_0$ the Bohr radius. This is not a small correction, so the meaning of $D$ has to be fixed.

If the exchange force is counted as part of the drive, the effective field is $E+(1/e)\,d\mu_x/dx$. The remaining diffusion is that of independent electrons, and (4) holds with the free-electron $g$ and $D=203\ \mathrm{cm^2/s}$. If $D_n$ denotes the whole response to a density gradient at zero electrostatic field, collecting both terms in $dn/dx$ gives

$$D_n=D+\frac{\sigma\mu_x'}{e^2}=D(1+g\mu_x')=113\ \mathrm{cm^2/s}.$$

Equation (2) then holds with the interacting $\partial n/\partial\mu$, larger than $g$ by $1/(1-0.442)=1.79$. The conductivity is the same in both accounts. Mixing $D_n$ with the free-electron $g$ would give a conductivity 44% too low. Correlation, left out here, would lower $D_n$ by about a further 7% in the same local approximation.

## 9. Beside a real interconnect

The density and bulk resistivity used here are close to those of copper, but its Fermi surface is not a perfect sphere and its density of states is not exactly the free-electron one. If $g$ were 30% larger through a larger band mass, at fixed $n$ and $\sigma$, $D$ would fall from 203 to $156\ \mathrm{cm^2/s}$. The mean free path would remain 38.7 nm, because $g v_F=k_F^2/(\pi^2\hbar)$ contains no mass. In narrow lines bulk scattering alone is no longer a good assumption. Diffuse surfaces alone nearly halve $\sigma$ and $D$ in the 20 nm film model. A real line also has side walls and grain boundaries, which this model omits, while partly specular surfaces would reduce the effect. For such a line, (4) relates a measured $\sigma$ to the $D$ of that same line, provided both are averaged over lengths well above the mean free path and the grain size. The full set of values is in the numerical output.

## Table of computed values

```
Electron density: 8.5e+22 cm^-3
Resistivity: 1.7 uohm cm
Temperature: 300 K
Conductivity: 5.882e+05 S/cm
Fermi wave number: 13.6 nm^-1
Fermi energy: 7.049 eV
Fermi speed: 1.575e+08 cm/s
Density of states: 18.09 eV^-1 nm^-3
Same, counted in 20 nm box: 18.22 eV^-1 nm^-3
D from Einstein relation: 203 cm^2/s
D from decay of density wave: 203 cm^2/s
Scattering time: 24.56 fs
Mean free path: 38.67 nm
kT at 300 K: 0.02585 eV
D from classical relation: 1.117 cm^2/s
Degenerate D / classical D: 181.8
Test potential amplitude: 20 mV
Test potential period: 1000 nm
Test field at x = 100 nm: -1017 V/cm
Drift current there: -599.53 MA/cm^2
Diffusion current there: 599.528 MA/cm^2
Largest |net/drift|, 3 points: 4.5e-06
Lattice hopping z / hopping x: 0.4
Lattice mu / hopping x: 2
Lattice kT / hopping x: 0.1
Lattice electrons per site: 1.622
Lattice dn/dmu (model units): 0.22347
Lattice D along x (model units): 2.3863
Lattice D along z (model units): 0.31668
Lattice sigma x (model units): 0.53325
Lattice sigma z (model units): 0.070767
Thermal change of dn/dmu, 300 K: -1.11e-05
Thermal change of dn/dmu, 400 K: -1.97e-05
D at 400 K if tau ~ 1/T: 152.2 cm^2/s
Trial factor on density of states: 1.3
D with that factor: 156.1 cm^2/s
Mean free path with that factor: 38.67 nm
Film thickness: 20 nm
Film sigma / bulk sigma: 0.5299
Film D / bulk D, random walk: 0.527
Film resistivity: 3.208 uohm cm
Film D: 107.6 cm^2/s
Film subbands, kF d / pi: 86.6
Density wave length: 500 nm
Nonlocal change of its decay: 1.61 %
Current density: 1 MA/cm^2
Driving field: 1.7 V/cm
Energy gain per free path: 6.574 ueV
Balancing dn/n over 1 um: 3.62e-05
Screening length: 0.0553 nm
Exchange / kinetic part of dmu/dn: -0.442
Density D with exchange: 113 cm^2/s
```
